\section*{Gumbel Switching Times of an Overdriven Perpendicular Macrospin}

\section{The spread of switching times}

A perpendicular magnetic memory cell is written by a current pulse whose spin torque pushes the free layer away from its easy axis. On the axis itself the torque vanishes. Reversal therefore needs a small tilt, supplied by thermal agitation before and during the pulse. This tilt is random, so identical pulses applied to one cell give different switching times. The question is how these times are distributed, and what the height of the energy barrier has to do with their spread.

The free layer is treated as one rigid magnetic moment, a macrospin, of magnetization $M_s$ and volume $V$. Its direction $\mathbf m$ makes an angle $\theta$ with the easy axis $\hat{\mathbf z}$. With effective anisotropy field $B_k$, which includes demagnetization, the energy is
\begin{equation}
E=E_b\sin^2\theta,\qquad E_b=\tfrac12 M_sB_kV,\qquad \Delta=\frac{E_b}{k_BT}.
\label{energy}
\end{equation}
The current $I$ is a step, the torque efficiency $\eta$ is constant, and the system is symmetric about $\hat{\mathbf z}$. Before the step the moment is in thermal equilibrium in the well around $\theta=0$. Thermal noise is first ignored during the growth, and later restored. Switching means reaching $m_z=0$: without noise, a moment past the equator when the current stops relaxes to the reversed state, and one that has not reached it returns.

\subsection{Growth of the angle}

The Landau--Lifshitz--Gilbert equation with spin torque is
\begin{equation}
\dot{\mathbf m}=-\gamma\,\mathbf m\times B_km_z\hat{\mathbf z}
+\alpha\,\mathbf m\times\dot{\mathbf m}
-\gamma a\,\mathbf m\times(\mathbf m\times\mathbf p),\qquad
a=\frac{\hbar\eta I}{2eM_sV},
\label{llg}
\end{equation}
where $\gamma>0$, $\alpha$ is the damping and $\mathbf p=-\hat{\mathbf z}$ is the direction favoured by the current. In spherical unit vectors, $\mathbf m=\mathbf e_r$, $\dot{\mathbf m}=\dot\theta\,\mathbf e_\theta+\sin\theta\,\dot\phi\,\mathbf e_\phi$ and $\hat{\mathbf z}=\cos\theta\,\mathbf e_r-\sin\theta\,\mathbf e_\theta$. Since $\mathbf e_r\times\mathbf e_\theta=\mathbf e_\phi$ and $\mathbf e_r\times\mathbf e_\phi=-\mathbf e_\theta$, one has $\mathbf m\times\hat{\mathbf z}=-\sin\theta\,\mathbf e_\phi$ and $\mathbf m\times(\mathbf m\times\mathbf p)=-\sin\theta\,\mathbf e_\theta$. The two components of (\ref{llg}) are
\begin{align}
\dot\theta&=\gamma a\sin\theta-\alpha\sin\theta\,\dot\phi,\\
\sin\theta\,\dot\phi&=\gamma B_k\sin\theta\cos\theta+\alpha\dot\theta .
\end{align}
Inserting the second in the first and collecting $\dot\theta$ gives $(1+\alpha^2)\dot\theta=\gamma\sin\theta\,(a-\alpha B_k\cos\theta)$, or
\begin{equation}
\dot\theta=\Gamma(i-\cos\theta)\sin\theta,\qquad
\Gamma=\frac{\alpha\gamma B_k}{1+\alpha^2},\qquad i=\frac{a}{\alpha B_k}=\frac{I}{I_{c0}} .
\label{polar}
\end{equation}
The azimuth has dropped out. The critical current follows from $a=\alpha B_k$:
\begin{equation}
I_{c0}=\frac{2e\alpha B_kM_sV}{\hbar\eta}=\frac{4e\alpha E_b}{\hbar\eta}.
\label{ic}
\end{equation}
For small $\theta$, (\ref{polar}) becomes $\dot\theta=\theta/\tau$ with the angle-growth time
\begin{equation}
\tau=\frac{1}{\Gamma(i-1)} .
\label{tau}
\end{equation}
Overdriven means $i>1$, so that the angle grows.

\subsection{Time to the equator}

Let $z=\cos\theta$. Then $\dot z=-\sin\theta\,\dot\theta=-\Gamma(i-z)(1-z^2)$, and the time from $z_0$ to $0$ is
\begin{equation}
\Gamma t=\int_0^{z_0}\frac{dz}{(i-z)(1-z)(1+z)} .
\end{equation}
The residues at the three poles give the partial fractions
\begin{equation}
\frac{1}{(i-z)(1-z)(1+z)}=-\frac{1}{(i^2-1)(i-z)}+\frac{1}{2(i-1)(1-z)}+\frac{1}{2(i+1)(1+z)} .
\end{equation}
Integrating, and writing $w=1-z_0$,
\begin{equation}
\Gamma t=-\frac{\ln w}{2(i-1)}+\frac{\ln(2-w)}{2(i+1)}+\frac{1}{i^2-1}\ln\frac{i-1+w}{i}.
\label{closed}
\end{equation}
For a small initial angle $w\simeq\theta_0^2/2$. If also $w\ll i-1$, $w$ may be dropped in the last two logarithms. Multiplication by $i-1$ then gives
\begin{equation}
\frac t\tau=-\ln\theta_0+\frac{\ln2}{2}\left(1+\frac{i-1}{i+1}\right)+\frac{1}{i+1}\ln\frac{i-1}{i}.
\end{equation}
The bracket equals $2i/(i+1)$, so
\begin{equation}
t=\tau\ln\frac{\theta_*}{\theta_0},\qquad
\ln\theta_*=\frac{1}{i+1}\left[i\ln2+\ln\frac{i-1}{i}\right].
\label{log}
\end{equation}
This is pure exponential growth up to an effective end angle $\theta_*$, which absorbs the nonlinearity. For $i\to\infty$, $\theta_*\to2$: the torque alone makes $\tan(\theta/2)$ grow exponentially, from $\theta_0/2$ to $1$. For $i\to1$, $\theta_*\to\sqrt{2(i-1)}$.

The logarithm does not depend on the details of (\ref{polar}). For any smooth law $\dot\theta=g(\theta)$, positive up to the equator and with $g\simeq\theta/\tau$ near zero,
\begin{equation}
t=\int_{\theta_0}^{\pi/2}\frac{d\theta}{g}
=\tau\ln\frac{\pi/2}{\theta_0}+\int_{\theta_0}^{\pi/2}\left(\frac1g-\frac\tau\theta\right)d\theta ,
\end{equation}
and the last integral tends to a constant as $\theta_0\to0$. An angle-dependent torque efficiency thus changes $\theta_*$, but not the form of (\ref{log}).

\subsection{From thermal angles to the Gumbel law}

The equilibrium probability is proportional to $e^{-\Delta\sin^2\theta_0}\sin\theta_0\,d\theta_0$. With $\sin^2\theta_0=2w-w^2$, $\sin\theta_0\,d\theta_0=dw$ and $u=2\Delta w$, it becomes
\begin{equation}
p(u)\,du\propto e^{-u+u^2/4\Delta}\,du\;\longrightarrow\;e^{-u}\,du\qquad(\Delta\gg1).
\label{expo}
\end{equation}
To leading order $u=\Delta\theta_0^2$ is exponentially distributed with mean one. Equation (\ref{log}) then reads
\begin{equation}
t=\frac\tau2\left[\ln(\Delta\theta_*^2)-\ln u\right].
\label{tu}
\end{equation}
A switching time below $t$ requires $u>\Delta\theta_*^2e^{-2t/\tau}$, which has probability
\begin{equation}
P(t_{\rm sw}<t)=\exp\left[-\Delta\theta_*^2e^{-2t/\tau}\right]
=\exp\left[-e^{-(t-\mu)/\beta}\right],\quad
\mu=\frac\tau2\ln(\Delta\theta_*^2),\quad\beta=\frac\tau2 .
\label{gumbel}
\end{equation}
This is the Gumbel distribution with location $\mu$ and scale $\beta$. Its long tail lies at late times and comes from moments that start unusually close to the axis.

The moments require those of $\ln u$, generated by $G(s)=\int_0^\infty u^se^{-u}du$. Replacing $e^{-u}$ by $(1-u/n)^n$ on $0<u<n$ and integrating by parts $n$ times,
\begin{equation}
G(s)=\lim_{n\to\infty}\frac{n^{s+1}\,n!}{(s+1)(s+2)\cdots(s+n+1)},\quad
\ln G=\lim_{n\to\infty}\left[s\ln n-\sum_{k=1}^n\ln\left(1+\frac sk\right)\right],
\end{equation}
where the leftover factor $n/(n+s+1)$ tends to one. The first two derivatives of $\ln G$ at $s=0$ are the mean and variance of $\ln u$:
\begin{equation}
\langle\ln u\rangle=\lim_{n\to\infty}\left(\ln n-\sum_{k=1}^n\frac1k\right)=-\gamma_E,\qquad
\mathrm{Var}(\ln u)=\sum_{k=1}^\infty\frac1{k^2}=\frac{\pi^2}{6},
\label{cum}
\end{equation}
with $\gamma_E=0.577$. From (\ref{tu}),
\begin{equation}
\langle t\rangle=\frac\tau2\left[\ln(\Delta\theta_*^2)+\gamma_E\right],\qquad
\sigma=\frac\tau2\,\frac{\pi}{\sqrt6}=0.641\,\tau .
\label{result}
\end{equation}
A change of barrier rescales every thermal angle by a common factor. Under a logarithm this is a common shift of all times, so at fixed $\tau$ the mean moves and the spread does not.

\subsection{Corrections and limits}

The result is asymptotic, and its first correction can be found. To first order in $w$, the last two terms of (\ref{closed}), multiplied by $i-1$, add to $t/\tau$ the amount
\begin{equation}
\frac{w}{i+1}\left[\frac1{i-1}-\frac{i-1}{4}\right]=bw=\frac{bu}{2\Delta},\qquad b=\frac{3-i}{4(i-1)},
\end{equation}
because $4-(i-1)^2=(3-i)(i+1)$. The factor $e^{u^2/4\Delta}$ in (\ref{expo}) turns the distribution, to first order, into a mixture: weight $1-q$ on $e^{-u}$ and $q=1/(2\Delta)$ on $u^2e^{-u}/2$. For the second component the generating function is $G(s+2)/2=(s+2)(s+1)G(s)/2$. The logarithms of the two extra factors raise the mean of $\ln u$ by $\frac12+1=\frac32$ and change its variance by $-\frac14-1=-\frac54$. The mixture therefore has mean shifted by $\frac32q$ and variance shifted by $q[-\frac54+(\frac32)^2]=q$. With $\langle u\rangle=1$ and $\mathrm{Cov}(\ln u,u)=G'(1)-G'(0)=1$, which follows from $G(s+1)=(s+1)G(s)$,
\begin{align}
\frac{\delta\langle t\rangle}{\tau}&=\frac{b}{2\Delta}-\frac{3}{8\Delta},\label{dmean}\\
\frac{\delta\sigma^2}{\tau^2}&=\frac{1}{8\Delta}-\frac{b}{2\Delta}=\frac{i-2}{4(i-1)\Delta}.
\label{dvar}
\end{align}
At $i=2$ the first-order change of the spread vanishes.

The expansion needs typical values $w\sim1/(2\Delta)$ to be small against $i-1$, hence $\Delta(i-1)\gg1$. At $\Delta=51.2$ and $\Delta(i-1)=1$, averaging (\ref{closed}) over the Boltzmann distribution gives $\sigma=0.525\,\tau$, well below $0.641\,\tau$.

\subsection{Noise during growth}

The thermal field continues to act while the angle grows. In a frame that follows the small-angle precession, each transverse component $n$ of $\mathbf m$ obeys $\dot n=n/\tau+\xi$, where $\xi$ is white noise with $\langle\xi(t)\xi(t')\rangle=2D\,\delta(t-t')$. The strength $D$ follows from equilibrium without current. There $\dot n=-\Gamma n+\xi$, so $0=-2\Gamma\langle n^2\rangle+2D$, while the Boltzmann factor $e^{-\Delta(n_x^2+n_y^2)}$ gives $\langle n^2\rangle=1/(2\Delta)$. Hence $D=\Gamma/(2\Delta)$. With current,
\begin{equation}
n(t)=e^{t/\tau}\left[n(0)+\int_0^te^{-s/\tau}\xi(s)\,ds\right].
\end{equation}
After several $\tau$ the bracket settles to a Gaussian variable of variance
\begin{equation}
\frac1{2\Delta}+2D\,\frac\tau2=\frac1{2\Delta}\left(1+\frac1{i-1}\right)=\frac{1}{2\Delta}\,\frac{i}{i-1}.
\label{noise}
\end{equation}
Growth noise therefore acts like a wider initial distribution: $\Delta$ is replaced in (\ref{gumbel}) by $\Delta(i-1)/i$. To leading order the mean falls by $(\tau/2)\ln[i/(i-1)]$, and the Gumbel shape and $\sigma$ survive. The noisy angle must stay below $\theta_*$, which near threshold requires $\Delta(i-1)^2\gg1$, a stronger condition than the noiseless one. The approach is slow: near threshold the full problem below gives $\sigma\approx0.37\,\tau$, $0.49\,\tau$ and $0.59\,\tau$ at $\Delta(i-1)^2=1$, 4 and 25.

This can be compared with the full nonlinear problem. Diffusion on the sphere adds $D\,\frac{d}{dz}\left[(1-z^2)\frac{d}{dz}\right]$ to the drift. Since the expected remaining time $T(z)$ must fall on average at unit rate,
\begin{equation}
D\frac{d}{dz}\left[(1-z^2)\frac{dT}{dz}\right]-\Gamma(i-z)(1-z^2)\frac{dT}{dz}=-1,\qquad T(0)=0,
\label{backward}
\end{equation}
with $T$ regular at $z=1$. The second moment obeys the same equation with $-2T$ on the right.

\subsection{A 30 nm cell}

Take a disk of diameter 30 nm and thickness 1.5 nm, with $M_s=1000$ kA/m, $B_k=0.40$ T, $\alpha=0.01$, $\eta=0.6$, $T=300$ K and $i=2$. The volume is $1060$ nm$^3$, so (\ref{energy}) gives $E_b=\frac12(10^6)(0.40)(1.06\times10^{-24})$ J $=1.32$ eV and $\Delta=51.2$. Equation (\ref{ic}) gives $I_{c0}=21.5\ \mu$A; the applied current is $43.0\ \mu$A, or 6.1 MA/cm$^2$. The growth time is $\tau=1.42$ ns, and the root-mean-square initial angle $1/\sqrt\Delta$ is $8.0^\circ$.

With $\theta_*=1.26$, $\ln(\Delta\theta_*^2)=\ln81.3=4.40$. Equation (\ref{result}) gives
\begin{equation}
\langle t\rangle=0.710\,(4.40+0.577)\ \mathrm{ns}=3.53\ \mathrm{ns},\qquad
\sigma=0.641\times1.42\ \mathrm{ns}=0.91\ \mathrm{ns}.
\end{equation}
Direct integration of (\ref{llg}) from $0.30$ rad takes 2.058 ns, as does (\ref{closed}); the small-angle form (\ref{log}) gives 2.038 ns. Averaging (\ref{closed}) over the Boltzmann hemisphere gives a mean of 3.525 ns against 3.532 ns from (\ref{result}). The difference is that predicted by (\ref{dmean}), $-\tau/(4\Delta)=-0.007$ ns. The cumulative distribution differs from (\ref{gumbel}) by at most 0.004, and by 0.0009 when $\Delta$ is four times larger.

The write error is $1-P\simeq\Delta\theta_*^2e^{-2t/\tau}$ when small, so each further decade costs $(\tau/2)\ln10=1.63$ ns. Without growth noise, errors of $10^{-3}$ and $10^{-6}$ need pulses of 8.0 and 12.9 ns. The second is more than three times the mean switching time.

Two comparisons, both at fixed current density and without growth noise, show what barrier independence means. Halving the area at fixed $B_k$ halves $\Delta$ and $I_{c0}$ together, so $i$ and $\tau$ stay fixed. The mean falls from 3.53 to 3.03 ns, close to $(\tau/2)\ln2=0.49$ ns, and $\sigma$ remains 0.91 ns. Keeping $B_k$ fixed requires an adjusted material: in an otherwise unchanged disk the smaller diameter weakens demagnetization, which here would raise $B_k$ by about 0.07 T and lengthen $\tau$ by about 20\%. Raising $B_k$ by a quarter instead raises $\Delta$ to 64.0 but lowers $i$ to 1.60. Then $\tau$ grows to 1.89 ns and $\sigma$ to 1.21 ns. To leading order the barrier has no direct effect on the spread, but the anisotropy field acts through $\tau$.

Solving (\ref{backward}) numerically for this cell gives a mean of 3.06 ns. The shift of $-0.46$ ns compares with $-0.49$ ns from (\ref{noise}). The spread is 0.88 ns, or $0.621\,\tau$, about 3\% below the Gumbel value; at four times the barrier it is $0.634\,\tau$. The deficit grows at lower overdrive: at $i=1.5$ the spread is $0.575\,\tau$, 10\% below the Gumbel value, and the cell with $B_k$ raised by a quarter has 1.13 ns instead of 1.21 ns. With noise the half-area cell has 0.87 ns, so a weak direct dependence on the barrier remains. At the noiseless $10^{-3}$ pulse the error is $4.6\times10^{-4}$, near the $5.0\times10^{-4}$ expected from the halved effective barrier. The wider tilt helps writing.

\subsection{Relation to real cells}

The parameters are rough values for the CoFeB/MgO free layers of perpendicular memory. The assumption most at risk is rigidity. A non-uniform mode of wavenumber $k$ feels an extra exchange field $2Ak^2/M_s$, which adds to $B_k$ in its damping, so it starts to grow at $i_k=1+2Ak^2/(M_sB_k)$. For the lowest such mode of a disk of radius $R$ with free edges, $k=1.84/R$. A rough stiffness $A=15$ pJ/m gives $i_k=2.13$, with non-uniform magnetostatic fields ignored. The example lies only slightly below this threshold, which is not enough to keep the layer rigid. By the argument that led to (\ref{noise}), the thermal variance of each component of such a mode grows towards $1/[2\Delta(i_k-i)]$, here nearly eight times the value $1/(2\Delta)$ of the uniform tilt before the pulse. This factor is only indicative. It is very sensitive to the rough stiffness: a value of $A$ lower by 10\% gives $i_k=2.02$ and a far larger factor. The ignored magnetostatic fields act the other way and exceed the margin of 0.13: to first order they raise $i_k$ to about 2.3, which lowers the factor to about three. In this linear estimate the lowest pair of modes reaches a root-mean-square tilt of about $20^\circ$ within 3 ns ($21^\circ$ for $i_k=2.13$, $18^\circ$ for $i_k=2.3$). The spread and the pulse lengths given above are therefore those of the rigid model; in a real cell of this size they can differ appreciably. Equation (\ref{result}) is a safe guide only when $i$ also stays well below $i_k$. The estimate says nothing about non-uniformity at large angles.

Some other effects can be estimated. For a rough resistance-area product of 5 $\Omega\,\mu$m$^2$ the voltage is 0.30 V, and the field in a 1 nm oxide is 3.0 MV/cm, below a rough breakdown field of 10 MV/cm. Steady conduction into one lead of rough conductivity $\kappa=20$ W/(m\,K), estimated as power$/(4\kappa R)$, gives 11 K of heating. The thermal resistance of the narrow pillar and its interfaces is left out and can add more than that. To leading order the spread feels heating only through the material parameters: at fixed current and $M_s$, $1/\tau\propto a/\alpha-B_k$, so at $i=2$ a 1\% fall of $B_k$ shortens $\tau$ by about 1\%. If each electron gives each transverse component of the angular momentum a random kick of $\pm\hbar/2$, the noise strength $D$ rises by about 0.15\%. Finally, (\ref{result}) describes repeated writes of one cell. Across an array $\tau$ itself varies: by (\ref{tau}), a 1\% change of current alone changes it by $i/(i-1)=2$\% at $i=2$. The numerical output below lists the values used.

\section*{Calculated quantities}
\begin{verbatim}
Diameter, thickness: 30, 1.5 nm
Magnetization: 1000 kA/m; anisotropy field: 0.40 T
Damping: 0.01; torque efficiency: 0.6; temperature: 300 K
Overdrive i: 2.00
Barrier: 1.324 eV; Delta: 51.20
Critical current: 21.48 uA; applied: 42.96 uA
Applied current density: 6.08 MA/cm2
1/Gamma: 1.420 ns; angle-growth time tau: 1.420 ns
Root-mean-square initial angle 1/sqrt(Delta): 8.01 degrees
Effective end angle theta_star: 1.2599 rad
Start 0.08 rad: vector equation 3.9159 ns, closed form 3.9159 ns, small-angle form 3.9144 ns
Start 0.30 rad: vector equation 2.0583 ns, closed form 2.0583 ns, small-angle form 2.0376 ns
Gumbel standard deviation / tau: 0.6413
Gumbel location: 3.122 ns; scale: 0.710 ns
Gumbel mean: 3.532 ns; standard deviation: 0.911 ns
Boltzmann-average mean: 3.525 ns; standard deviation: 0.911 ns
Largest gap of distributions: 0.00374; at 4 Delta: 0.00091
Tail ratio, Boltzmann/Gumbel, near error 1e-6: 0.9900
Noiseless Gumbel pulse for write error 1e-03: 8.03 ns
Noiseless Gumbel pulse for write error 1e-06: 12.93 ns
Std/tau when Delta*(i-1)=1 (noiseless): 0.5253
Half area, same current density: Delta 25.60, mean 3.025 ns, std 0.911 ns
Bk times 1.25, same current density: Delta 64.00, i 1.60, tau 1.893 ns, std 1.210 ns
With growth noise, Delta: mean 3.061 ns, std 0.882 ns, std/tau 0.6211
  mean shift -0.464 ns (law -0.492 ns)
  write error at noiseless 1e-3 pulse: 4.612e-04 (noise-corrected law 5.001e-04)
With growth noise, 4 Delta: mean 4.032 ns, std 0.900 ns, std/tau 0.6338
  mean shift -0.483 ns (law -0.492 ns)
  write error at noiseless 1e-3 pulse: 4.882e-04 (noise-corrected law 5.001e-04)
Rough exchange stiffness: 15 pJ/m; non-uniform mode threshold i: 2.13
Rough resistance-area product: 5 ohm um2; voltage: 0.304 V
Oxide thickness: 1.0 nm; oxide field: 3.04 MV/cm
Rough lead conductivity: 20 W/(m K); steady heating estimate: 10.9 K
Electron spin-kick noise / thermal noise: 1.49e-03
\end{verbatim}
